# Rotation dependence of MCQDPT2 and derivation of the invariant XMCQDPT2

Suppose two CASCI states of the same symmetry cross conically and are corrected to second order with Nakano's MCQDPT2. In the two-state model worked out below, the lower corrected level has no limit at the apex of the cone. It tends to \(-0.030549\,E_h\) along one direction of approach and to \(-0.032997\,E_h\) along another, and over a full circle it covers \(0.0029\,E_h=0.079\) eV, a range that does not tend to zero as the circle shrinks. The exact Hamiltonian knows nothing of the basis chosen inside the two-state space. The defect comes from a zero-order Hamiltonian that depends on that basis, and Granovsky's extended version, XMCQDPT2, removes it when the model states are averaged with equal weights.

## 1. Conventions and Nakano's formula

In Gaussian units

\[ H=\sum_i\Big(-\frac{\hbar^2}{2m}\nabla_i^2-\sum_A\frac{Z_Ae^2}{r_{iA}}\Big)+\sum_{i<j}\frac{e^2}{r_{ij}}+V_{nn}. \]

Energies are given in \(E_h=me^4/\hbar^2\) and lengths in \(a_0=\hbar^2/me^2\); below, \(\hbar,m,e\) enter through the integrals \(h_{pq}\) and \((pq|rs)\). All vectors are real. \(P\) projects on \(n\) CASCI roots \(|\alpha\rangle\), the model states; \(R\) projects on the rest of the CAS space; \(Q\) projects on the determinants \(|I\rangle\) outside it. With the averaged density \(D_{rs}=\sum_\alpha w_\alpha\langle\alpha|E_{rs}|\alpha\rangle\), where \(E_{rs}\) is the spin-summed excitation operator,

\[ f_{pq}=h_{pq}+\sum_{rs}D_{rs}\big[(pq|rs)-\tfrac12(pr|sq)\big]. \]

The orbitals diagonalize \(f\) separately in the core, active and virtual blocks, the elements between blocks are dropped, and \(F=\sum_p\varepsilon_pE_{pp}\). Each determinant is an eigenfunction of \(F\), with eigenvalue \(E_I\) equal to the sum of its occupied \(\varepsilon_p\). A CASCI root mixes determinants of different eigenvalues and is in general not an eigenfunction of \(F\). Define the \(n\times n\) matrices \(H_P=\langle\alpha|H|\beta\rangle\) and \(F_P=\langle\alpha|F|\beta\rangle\), and the couplings \(g_{I\alpha}=\langle I|H|\alpha\rangle\). MCQDPT2 diagonalizes \(H_P+K^{MC}\) with

\[ K^{MC}_{\alpha\beta}=\tfrac12\sum_Ig_{I\alpha}g_{I\beta}\Big[\frac1{\Delta_{I\alpha}}+\frac1{\Delta_{I\beta}}\Big],\qquad \Delta_{I\alpha}=F_{\alpha\alpha}-E_I. \tag{1}\]

For \(n=1\) this is the second-order sum \(\sum_Ig_I^2/\Delta_I\), negative when the \(E_I\) lie above \(F_{11}\).

A rotation of the model states is \(|\alpha'\rangle=\sum_\beta|\beta\rangle U_{\beta\alpha}\) with \(U\) orthogonal. If \(F\) is unchanged, \(H_P\to U^TH_PU\), \(F_P\to U^TF_PU\) and \(g\to gU\). A method is covariant if \(K\to U^TK U\) as well; the eigenvalues of \(H_P+K\) are then invariant.

## 2. The smallest case

Take two model states and one external level \(E\), with \(F_P=\mathrm{diag}(-\delta,\delta)\) and \(g=(h,0)\). Rotate by \(\theta\), with \(c=\cos\theta\), \(s=\sin\theta\):

\[ |1'\rangle=c|1\rangle+s|2\rangle,\qquad |2'\rangle=-s|1\rangle+c|2\rangle. \]

Then \(F_{1'1'}=-\delta c^2+\delta s^2=-\delta\cos2\theta\), \(F_{2'2'}=+\delta\cos2\theta\), \(g_{1'}=hc\) and \(g_{2'}=-hs\). The trace of \(H_P\) does not change under \(U\), so a change of \(\mathrm{Tr}\,K\) is a change of the sum of the final energies. From the diagonal of (1),

\[ \mathrm{Tr}\,K^{MC}(\theta)=-h^2\Big[\frac{\cos^2\theta}{E+\delta\cos2\theta}+\frac{\sin^2\theta}{E-\delta\cos2\theta}\Big]. \tag{2}\]

At \(\theta=0\) this is \(-h^2/(E+\delta)\), and at \(45^\circ\) it is \(-h^2/E\). For \(\delta=0.05\), \(h=0.12\), \(E=0.5\) (in \(E_h\)) these are \(-0.0144/0.55=-0.026182\) and \(-0.0144/0.5=-0.028800\,E_h\). One counterexample is enough: (1) is not invariant. In the limit \(\delta=0\) the bracket is \((c^2+s^2)/E\) and the angle drops out, which points to the spread of \(F_P\) as the cause.

## 3. Second order for an arbitrary zero-order block

To see which choice lies behind (1), leave the model block of \(H_0\) open as a symmetric matrix \(H_0^P\):

\[ H_0=H_0^P+RFR+\sum_I|I\rangle E_I\langle I|,\qquad H(\lambda)=H_0+\lambda V,\qquad V=H-H_0. \]

\(H_0\) is block diagonal, so \(QVP=QHP=g\) and \(RVP=RHP\). Inside the CAS space \(H|\alpha\rangle=E_\alpha|\alpha\rangle\), so \(RH|\alpha\rangle=E_\alpha R|\alpha\rangle=0\), and by linearity \(RHP=0\) in any basis of \(P\).

Let \(\Psi\) hold as columns the \(n\) orthonormal eigenvectors of \(H(\lambda)\) that grow out of \(P\), let \(\mathcal E\) be the diagonal matrix of their eigenvalues, and \(X\) the \(n\times n\) matrix of their \(P\) components. The wave operator \(\Omega=\Psi X^{-1}\) has the unit matrix as its \(P\) block. Multiplying \(H\Psi=\Psi\mathcal E\) by \(X^{-1}\) from the right gives the Bloch equation

\[ H\Omega=\Omega H_B,\qquad H_B=X\mathcal EX^{-1}=PH\Omega, \]

where the last form is the \(P\) block of the equation itself. Write \(\Omega=P+\lambda\Omega_1+\lambda^2\Omega_2+\dots\) with \(P\Omega_k=0\). Since \(PH_0\Omega_k=0\),

\[ H_B=H_0^P+\lambda PVP+\lambda^2PV\Omega_1+O(\lambda^3). \]

The terms of order \(\lambda\) in the Bloch equation are \(H_0\Omega_1+VP=\Omega_1H_0^P+PVP\). The \(R\) block reads \(RFR\,\Omega_1^R=\Omega_1^RH_0^P\), which is homogeneous; if \(RFR\) and \(H_0^P\) share no eigenvalue, \(\Omega_1^R=0\). The \(Q\) block, with \(E_Q=\mathrm{diag}(E_I)\), is a Sylvester equation:

\[ \Omega_1H_0^P-E_Q\Omega_1=g. \tag{3}\]

Row \(I\) of (3) is \(\omega_I^T(H_0^P-E_I)=g_I^T\), with \(g_I\) the \(n\)-vector of couplings. If no coupled \(E_I\) is an eigenvalue of \(H_0^P\), the solution is \(\omega_I^T=g_I^T(H_0^P-E_I)^{-1}\). The second-order term of \(H_B\) is \(g^T\Omega_1\).

\(H_B\) is not symmetric because the columns of \(\Omega\) are not orthonormal. Their overlap is \(S=\Omega^T\Omega=(XX^T)^{-1}\). The matrix \(Y=S^{1/2}X\) is orthogonal, since \(YY^T=S^{1/2}S^{-1}S^{1/2}=1\). The des Cloizeaux Hamiltonian

\[ H_{\rm eff}=S^{1/2}H_BS^{-1/2}=Y\mathcal EY^T \]

is therefore symmetric and has the eigenvalues \(\mathcal E\). The cross terms \(P\Omega_k\) in \(S\) vanish, so \(S=1+\lambda^2N+O(\lambda^3)\) with \(N=\Omega_1^T\Omega_1\), and \(S^{\pm1/2}=1\pm\frac12\lambda^2N\). The \(\lambda^2\) term of \(H_{\rm eff}\) is

\[ K=g^T\Omega_1+\tfrac12[N,H_0^P]. \]

Equation (3) gives \(\Omega_1^Tg=NH_0^P-\Omega_1^TE_Q\Omega_1\), and its transpose gives \(g^T\Omega_1=H_0^PN-\Omega_1^TE_Q\Omega_1\). Subtracting, \([N,H_0^P]=\Omega_1^Tg-g^T\Omega_1\). Hence \(K=\frac12(g^T\Omega_1+\Omega_1^Tg)\). At \(\lambda=1\) the zero- and first-order terms add to \(H_P\) whatever \(H_0^P\) is, so

\[ H_{\rm eff}^{(2)}=H_P+K,\qquad K=\tfrac12\sum_I\big\{g_Ig_I^T,\,(H_0^P-E_I)^{-1}\big\}, \tag{4}\]

with \(\{A,B\}=AB+BA\). For the diagonal choice \(H_0^P=\mathrm{diag}\,F_P\) the inverse has elements \(\delta_{\alpha\beta}/\Delta_{I\alpha}\), the product \(g_Ig_I^T(\dots)^{-1}\) has elements \(g_{I\alpha}g_{I\beta}/\Delta_{I\beta}\), and (4) is (1). MCQDPT2 is a correct second-order theory for the partition

\[ H_0^{P,MC}=\sum_\alpha|\alpha\rangle F_{\alpha\alpha}\langle\alpha|, \]

an operator that is defined by the individual vectors \(|\alpha\rangle\) and not by their span.

## 4. Rotations in a general model space

Covariance of the diagonal choice requires \(\mathrm{diag}(U^TF_PU)=U^T(\mathrm{diag}\,F_P)U\). Take for \(U\) the rotation of section 2 acting on a pair \(a,b\). The \(ab\) element of the left side is zero and that of the right side is \(cs(F_{bb}-F_{aa})\), so \(F_{aa}=F_{bb}\) is needed. The rotated diagonal elements are

\[ F_{a'a'}=c^2F_{aa}+2csF_{ab}+s^2F_{bb},\qquad F_{b'b'}=s^2F_{aa}-2csF_{ab}+c^2F_{bb}. \tag{5}\]

With \(F_{aa}=F_{bb}\) the \(aa\) element of the right side is \(F_{aa}\) and that of the left side is \(F_{aa}+2csF_{ab}\), so \(F_{ab}=0\). The diagonal \(H_0^P\) is thus covariant under all \(U\) if and only if \(F_P\) is a multiple of the unit matrix. This is a condition on \(H_0^P\) for arbitrary couplings; for \(g=0\) the energies are trivially invariant.

The rate of change follows from \(\mathrm{Tr}\,K^{MC}=\sum_{I\alpha}g_{I\alpha}^2/\Delta_{I\alpha}\). At \(\theta=0\), equation (5) gives \(dF_{aa}/d\theta=2F_{ab}\) and \(dF_{bb}/d\theta=-2F_{ab}\). From \(g_{a'}=cg_a+sg_b\) and \(g_{b'}=-sg_a+cg_b\) follow \(d(g_a^2)/d\theta=2g_ag_b\) and \(d(g_b^2)/d\theta=-2g_ag_b\). With \(d(1/\Delta)=-d\Delta/\Delta^2\),

\[ \frac{d\,\mathrm{Tr}\,H_{\rm eff}}{d\theta}=2\sum_Ig_{Ia}g_{Ib}\Big(\frac1{\Delta_{Ia}}-\frac1{\Delta_{Ib}}\Big)-2F_{ab}\sum_I\Big(\frac{g_{Ia}^2}{\Delta_{Ia}^2}-\frac{g_{Ib}^2}{\Delta_{Ib}^2}\Big). \tag{6}\]

The first term needs \(F_{aa}\ne F_{bb}\) and the second needs \(F_{ab}\ne0\). In the case of section 2, \(g_b=0\) and \(F_{ab}=0\) make both vanish, as they must, because (2) is even in \(\theta\).

The bare statement that MCQDPT2 is not invariant needs two qualifications. First, the method is defined on CASCI eigenvectors, and for a non-degenerate CASCI spectrum these are fixed up to signs, under which (1) is covariant. The result is then unique. The freedom \(U\) is real at a degeneracy.

Second, a degeneracy enforced by symmetry is harmless if \(D\) is totally symmetric, as it is when each multiplet is averaged with equal weights, and if the three orbital spaces are closed under the group. Then \(F\) commutes with the group, and so does its block on one multiplet. Each eigenspace of that symmetric block is mapped onto itself by the group; an irreducible multiplet has no smaller invariant subspace; so the block has a single eigenvalue. The diagonal of \(F_P\) is then constant on the multiplet in any basis, and \(H_0^{P,MC}\) is unchanged by rotations inside it. An accidental degeneracy has no such protection, as the next section shows.

## 5. An accidental conical intersection

Let two coordinates, in polar form \((\rho,\phi)\) with \(\rho\) scaled to an energy, span the branching plane. In a fixed basis of \(P\),

\[ H_P=-\rho\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix},\qquad F_P=\mathrm{diag}(-\delta,\delta), \]

and \(F_P\), \(g\), \(E_I\) are held constant, which for equal weights is their leading behaviour for small \(\rho\). Acting on \(v=(\cos\frac\phi2,\sin\frac\phi2)\), the first row gives \(-\rho\cos(\phi-\frac\phi2)\) and the second \(-\rho\sin(\phi-\frac\phi2)\), so \(H_Pv=-\rho v\). The CASCI eigenvectors are the fixed basis rotated by \(\theta=\phi/2\) for any \(\rho>0\), and the zero-order energies of MCQDPT2 are \(\mp\delta\cos\phi\). As \(\rho\to0\), \(H_P\) vanishes and the levels tend to the eigenvalues of a matrix \(K^{MC}(\phi)\) that still depends on \(\phi\).

Take round parameters in \(E_h\): \(\delta=0.05\), \(E_I=0.5\) and \(0.8\), \(g_I=(0.12,0.02)\) and \((0.04,0.06)\). At \(\phi=0\) the denominators are \(-0.55,-0.85\) for state 1 and \(-0.45,-0.75\) for state 2:

\[ K_{11}=-\tfrac{0.0144}{0.55}-\tfrac{0.0016}{0.85}=-0.028064,\qquad K_{22}=-\tfrac{0.0004}{0.45}-\tfrac{0.0036}{0.75}=-0.005689, \]
\[ K_{12}=-0.0012\big(\tfrac1{0.55}+\tfrac1{0.45}+\tfrac1{0.85}+\tfrac1{0.75}\big)=-0.007860. \]

The eigenvalues \(\frac12(K_{11}+K_{22})\mp[\frac14(K_{11}-K_{22})^2+K_{12}^2]^{1/2}\) are \(-0.030549\) and \(-0.003204\,E_h\). At \(\phi=90^\circ\) both zero-order energies are zero, \(K=-\sum_Ig_Ig_I^T/E_I\) is covariant and can be evaluated in the fixed basis: \(K_{11}=-0.0288-0.0020=-0.0308\), \(K_{22}=-0.0008-0.0045=-0.0053\), \(K_{12}=-0.0048-0.0030=-0.0078\). The eigenvalues are \(-0.01805\mp0.014947\), that is \(-0.032997\) and \(-0.003103\,E_h\). On a \(5^\circ\) grid in \(\phi\) the lower level spreads over \(0.003044\), \(0.002919\) and \(0.002918\,E_h\) for \(\rho=10^{-4},10^{-6},10^{-8}\,E_h\). The surface is discontinuous at the apex.

## 6. Keeping the off-diagonal Fock elements

The cure is an \(H_0^P\) built from the projector \(P\) and not from the vectors. The projection of the operator that already defines the \(E_I\) is such a choice:

\[ H_0^{P,X}=PFP=\sum_{\alpha\beta}|\alpha\rangle F_{\alpha\beta}\langle\beta|,\qquad K^X=\tfrac12\sum_I\big\{g_Ig_I^T,\,(F_P-E_I)^{-1}\big\}. \tag{7}\]

Section 3 nowhere assumed a diagonal \(H_0^P\), so (7) is the second-order term for this partition. Under a rotation \(g_I\to U^Tg_I\), so \(g_Ig_I^T\to U^Tg_Ig_I^TU\). Also \(U^TF_PU-E_I=U^T(F_P-E_I)U\), whose inverse is \(U^T(F_P-E_I)^{-1}U\). In each product the inner \(UU^T\) is the unit matrix, and \(K^X\to U^TK^XU\).

The proof assumes that \(F\) does not change with \(U\). For equal weights \(D_{rs}=\frac1n\sum_\alpha\langle\alpha|E_{rs}|\alpha\rangle=\frac1n\mathrm{Tr}(PE_{rs})\), which depends on \(P\) alone, and so do \(f\) and its block-diagonal part \(F\). For unequal weights attached to the rotated vectors, \(D\) is the trace with \(\sum_\alpha w_\alpha|\alpha'\rangle\langle\alpha'|\), which has the basis dependence found in section 4, and the proof fails. It holds again if \(F\) is built once and frozen.

For a working form, diagonalize \(F_P=W\tilde EW^T\). The columns of \(W\) define intermediate states, eigenvectors of \(F\) within \(P\). In that basis the resolvent is diagonal, and with \(\tilde g=gW\),

\[ \big(W^TH^X_{\rm eff}W\big)_{\alpha\beta}=(W^TH_PW)_{\alpha\beta}+\tfrac12\sum_I\tilde g_{I\alpha}\tilde g_{I\beta}\Big[\frac1{\tilde E_\alpha-E_I}+\frac1{\tilde E_\beta-E_I}\Big]. \tag{8}\]

This is Nakano's sum evaluated for the intermediate states, added to a reference matrix that is no longer diagonal.

Four limits check (7). If \(F_P\) is diagonal in the CASCI basis, \(W=1\) and \(K^X=K^{MC}\). For \(n=1\) this is automatic. In section 2 the unrotated basis diagonalizes \(F_P\), so \(\mathrm{Tr}\,K^X=-h^2/(E+\delta)=-0.026182\,E_h\) at any \(\theta\). On the cone \(K^X\) is the constant matrix computed at \(\phi=0\). The lower level of \(H_P+K^X\) is the minimum of \(x^T(H_P+K^X)x\) over unit vectors, the upper level the maximum, and \(|x^TH_Px|\le\rho\); each level therefore lies within \(\rho\) of its apex value, \(-0.030549\) or \(-0.003204\,E_h\), and its spread is at most \(2\rho\). The computed spreads are \(2.0\times10^{-4}\), \(2.0\times10^{-6}\) and \(2.0\times10^{-8}\,E_h\).

Invariance does not select (7) uniquely. The choice \(H_0^P=\bar E\,P\) with \(\bar E=\mathrm{Tr}\,F_P/n\) is covariant too, but it gives all model states one set of denominators. XMCQDPT2 uses the whole matrix \(F_P\) instead. Two of its limitations deserve mention. It diverges when an \(E_I\) meets an eigenvalue \(\tilde E_\alpha\) to whose intermediate state it is coupled (\(\tilde g_{I\alpha}\ne0\)), the intruder-state problem with the poles moved from \(F_{\alpha\alpha}\) to \(\tilde E_\alpha\). And it depends on \(P\): where root \(n\) crosses root \(n+1\), the projector on the lowest \(n\) roots itself changes abruptly, and (7) offers no protection.

## 7. Size of the difference

Write \(F_P=\bar E+Z\), \(d_I=\bar E-E_I\), and split \(Z=Z_d+Z_o\) into diagonal and off-diagonal parts. For \(\|Z\|<|d_I|\) the geometric series gives \((d_I+Z)^{-1}=1/d_I-Z/d_I^2+Z^2/d_I^3-\dots\). With \(A=\sum_Ig_Ig_I^T/d_I\) and the dimensionless \(B=\sum_Ig_Ig_I^T/d_I^2\),

\[ K^X=A-\tfrac12\{B,Z\}+O(Z^2),\qquad K^{MC}=A-\tfrac12\{B,Z_d\}+O(Z^2), \]
\[ K^{MC}-K^X=\tfrac12\{B,Z_o\}+O(Z^2). \tag{9}\]

As an order-of-magnitude estimate, the difference is smaller than \(K\) by the ratio of an off-diagonal Fock element to a typical denominator, and it vanishes with \(Z_o\). On the cone at \(\phi=90^\circ\), \(\bar E=0\) and \(Z_d=0\), so the trace of (9) is \(\mathrm{Tr}(BZ)=\delta(B_{22}-B_{11})\) in the fixed basis. With \(B_{11}=0.060100\) and \(B_{22}=0.007225\) this is \(-0.002644\,E_h\); the full difference of the sums of levels is \(-0.036100+0.033753=-0.002347\,E_h\). The next term uses \(Z^2=\delta^2\) and \(d_I=-E_I\) and adds \(\delta^2\sum_I|g_I|^2/E_I^3=0.0025\,(0.0148/0.125+0.0052/0.512)=0.000321\,E_h\), which is 8% more than the gap of \(0.000297\,E_h\); the terms of higher order take back the excess.

## 8. Three \(^1\Sigma_g^+\) states of Na\(_2\)

The molecule is taken at \(R=10\,a_0\) in the LANL2DZ basis with its ten-electron core potential, which leaves two electrons in 16 orbitals. The orbitals are those of Na\(_2^+\). The eight active ones are the two lowest \(\sigma_g\), the two lowest \(\sigma_u\), and the lowest \(\pi_u\) and \(\pi_g\) pairs; the reference is CASCI, not CASSCF, and 192 determinants are external. The model space holds the three lowest \(^1\Sigma_g^+\) roots with equal weights, signs fixed by \(F_{12},F_{23}>0\). The comparison level is valence full CI in the same basis, which leaves out core-valence correlation, basis completeness and spin-orbit coupling. All values are in the numerical output below. They illustrate the algebra and are not converged properties of Na\(_2\): uncontracting the basis lowers the three full-CI roots by \(0.0004\), \(0.0035\) and \(0.0089\,E_h\), and adding one diffuse s, one diffuse p and one d shell lowers them by \(0.0014\), \(0.0075\) and \(0.0167\,E_h\) in all, moving the excitation energies from 1.92 and 3.04 eV to 1.75 and 2.63 eV. The \(45^\circ\) shifts of roots 2 and 3 given below become \(+0.0011\) and \(+0.0083\,E_h\) in the uncontracted basis.

The CASCI roots are \(-0.364838,-0.291084,-0.242926\,E_h\). \(F_P\) has the diagonal \(-0.124225,-0.057522,-0.022290\) and the off-diagonal elements \(F_{12}=0.016036\), \(F_{13}=-0.011778\), \(F_{23}=0.019874\,E_h\); \(F_{23}\) is more than half of \(F_{33}-F_{22}=0.035232\,E_h\). The smallest coupled denominator is \(0.0716\,E_h\) in magnitude for XMCQDPT2 and \(0.0807\,E_h\) for MCQDPT2 on the CASCI roots, so no pole is met in this basis. With the added diffuse and d shells the rotated MCQDPT2 levels shift by many \(E_h\), as they do near a pole.

Equation (4) was tested without perturbation theory: \(H_0+\lambda V\) was diagonalized at small \(\pm\lambda\), \(Y\mathcal EY^T\) formed, and its \(\lambda^2\) coefficient taken by finite differences. It matches \(K^X\) to \(2.2\times10^{-10}\) and \(K^{MC}\) to \(8.7\times10^{-11}\,E_h\), each for its own \(H_0\), while \(K^{MC}_{23}=-0.001937\) and \(K^X_{23}=-0.003225\,E_h\) differ by \(0.00129\,E_h\). With density, Fock matrix and orbitals rebuilt from randomly rotated states, \(H_P+K^X\) is covariant to rounding error; with weights \(0.5,0.3,0.2\) carried by the rotated states, the one random rotation tried moves the most affected level by \(4.6\times10^{-4}\,E_h\). For (9), \(Z\) was scaled down and then halved; the remainder fell by a factor of \(4.018\), as a quadratic term should. At the actual, unscaled \(Z\) the leading term gives only \(0.000675\,E_h\) of the \(0.00129\,E_h\) difference in the 23 element, so (9) fixes the order of magnitude here and no more. For the lowest \(^1\Pi_u\) pair as model space, \(F_P=-0.030728\,E_h\) times the unit matrix, and the MCQDPT2 energy \(-0.285999\,E_h\) is unchanged by a rotation.

Rotating roots 2 and 3 by \(45^\circ\), equation (5) gives \(\frac12(-0.057522-0.022290)\pm0.019874=-0.020032\) and \(-0.059780\,E_h\). The final energies in \(E_h\) are:

| root | MC, \(0^\circ\) | MC, \(45^\circ\) | X, both | full CI |
|---|---|---|---|---|
| 1 | −0.365435 | −0.365447 | −0.365435 | −0.365392 |
| 2 | −0.294967 | −0.296304 | −0.295822 | −0.294964 |
| 3 | −0.254965 | −0.254150 | −0.255945 | −0.253544 |

As a trace check, the CASCI roots sum to \(-0.898848\) and the diagonal of \(K^X\) to \(-0.018354\), together \(-0.917202\,E_h\), the sum of the X column. MCQDPT2 shifts by \(-0.001337\,E_h\) (\(-0.036\) eV) for root 2 and \(+0.000815\,E_h\) (\(+0.022\) eV) for root 3. The two terms of (6) are \(0.002333\) and \(0.003547\), in sum \(0.005880\,E_h\) per radian, equal to the finite-difference slope. The slope at \(\theta=0\) is positive while the trace at \(45^\circ\) is lower by \(0.000533\,E_h\), so the trace is not monotonic; it has period \(90^\circ\), because that rotation exchanges the two states up to a sign. Roots 2 and 3 are \(0.048\,E_h\) apart in CASCI, so Nakano's prescription is unambiguous here, and the \(45^\circ\) rotation is a single probe of its sensitivity to the basis, not an upper bound on the shifts.

In this case the invariant method is not the more accurate one. Relative to full CI, MCQDPT2 errs by \(-0.000043,-0.000003,-0.001422\,E_h\) and XMCQDPT2 by \(-0.000043,-0.000858,-0.002402\,E_h\) (\(-0.0012,-0.023,-0.065\) eV). Both fall below full CI, which a non-variational second-order method may do. For root 3 the CASCI error of \(0.010618\,E_h\) is overcorrected by 13% and 23%. The error of \(3\times10^{-6}\,E_h\) for root 2 in MCQDPT2 is some four hundred times smaller than the shift of the same root under the \(45^\circ\) rotation. The agreement is a zero crossing and no measure of the method's accuracy: the same error is \(-0.000291\,E_h\) at \(R=9.5\,a_0\) and \(+0.000043\,E_h\) at \(10.5\,a_0\). The ranking of the two methods is just as local. At \(R=12\,a_0\) root 3 errs by \(-0.001009\,E_h\) in MCQDPT2 and \(-0.000933\,E_h\) in XMCQDPT2, and in the uncontracted basis at \(10\,a_0\) root 2 errs by \(-0.002410\) and \(+0.000211\,E_h\).

## Numbers as computed

```
Na2 LANL2DZ+ECP: R = 10.0 a0, orbitals 16, active 8, external dets 192
CASCI roots (Eh): -0.364838 -0.291084 -0.242926
valence FCI roots (Eh): -0.365392 -0.294964 -0.253544
FP diagonal (Eh): -0.124225 -0.057522 -0.022290
FP 12 13 23 (Eh): 0.016036 -0.011778 0.019874
FP eigenvalues (Eh): -0.130303 -0.060552 -0.013182
FP diagonal after 45 deg (Eh): -0.124225 -0.020032 -0.059780
smallest coupled denominator (Eh): 0.0716
K^MC 11 12 13 22 23 33 (Eh): -0.000569 0.001377 0.000467 -0.003816 -0.001937 -0.012135
K^X  11 12 13 22 23 33 (Eh): -0.000558 0.001500 0.000820 -0.004510 -0.003225 -0.013286
max|K - exact 2nd order| X, MC (Eh): 2.2e-10 8.7e-11
MC energies, 0 deg (Eh): -0.365435 -0.294967 -0.254965
MC energies, 45 deg (Eh): -0.365447 -0.296304 -0.254150
X energies, 0 deg (Eh): -0.365435 -0.295822 -0.255945
X energies, 45 deg (Eh): -0.365435 -0.295822 -0.255945
MC shift 45-0 deg (Eh): -0.000011 -0.001337 0.000815 | (eV): -0.0003 -0.0364 0.0222
MC - FCI (Eh): -0.000043 -0.000003 -0.001422 | (eV): -0.0012 -0.0001 -0.0387
X - FCI (Eh): -0.000043 -0.000858 -0.002402 | (eV): -0.0012 -0.0233 -0.0654
X covariance error, random U (Eh): 1.9e-16
X spectrum change, weights 0.5 0.3 0.2 (Eh): 4.59e-04
dTr/dtheta terms (Eh/rad): 0.0023329 0.0035473
dTr/dtheta formula, finite diff (Eh/rad): 0.0058801 0.0058801
remainder ratio on halving the Fock spread: 4.018
1Pi_u: FP11 -0.030728 Eh, MC energy -0.285999 Eh, rotation change 1.7e-16 Eh
one level: delta 0.05 Eh, h 0.12 Eh, E 0.5 Eh; TrK 0, 45 deg (Eh): -0.026182 -0.028800
cone: delta 0.05 Eh, EI 0.5 0.8 Eh, g 0.12 0.02 0.04 0.06 Eh
rho 1e-04 Eh: lower-level spread MC 0.003044 Eh, X 2.0e-04 Eh
rho 1e-06 Eh: lower-level spread MC 0.002919 Eh, X 2.0e-06 Eh
rho 1e-08 Eh: lower-level spread MC 0.002918 Eh, X 2.0e-08 Eh
rho 1e-08 Eh, phi 0 deg: MC levels (Eh): -0.030549 -0.003204
rho 1e-08 Eh, phi 45 deg: MC levels (Eh): -0.030992 -0.003270
rho 1e-08 Eh, phi 90 deg: MC levels (Eh): -0.032997 -0.003103
rho 1e-08 Eh, phi 135 deg: MC levels (Eh): -0.032587 -0.003016
X levels at the apex (Eh): -0.030549 -0.003204
B11 B22 (1): 0.060100 0.007225
Tr(MC-X) at 90 deg (Eh): -0.002347, leading estimate -0.002644
limiting MC spread: 0.002918 Eh = 0.0794 eV
```
